\section*{Spin Flip of an Electron Scattering from a Localized Quantum Spin}

\section{What a classical torque rule misses}

Suppose a one-spin memory cell is to be written by a current of electrons polarized opposite to the stored spin. A classical rule in which the electron hands over the part of its spin perpendicular to the local moment gives no torque here, because an antiparallel electron has no perpendicular part. The predicted writing time is infinite. For a quantum spin this is wrong: the electron can leave with its spin reversed while the local spin drops by one unit.

The flip probability depends on two complex transmission amplitudes, and their phases matter. For the cell treated below, the model gives a transmitted flip probability of $7.0\times10^{-4}$ per electron; the difference in moduli alone would account for only $9.1\times10^{-6}$.

The model is one electron of effective mass $m^*$ in one open mode, with a local spin at $x=0$:
\begin{equation}
H=\frac{p^2}{2m^*}+\delta(x)\left[U+J\,\mathbf s\cdot\mathbf S\right],\qquad \mathbf s=\tfrac12\boldsymbol\sigma .
\label{H}
\end{equation}
Both spins are dimensionless, so $U$ and $J$ are energies times lengths. There is no Fermi sea, no spin-orbit coupling and, until the last section, no energy difference between spin states. The electron therefore has the same wave number $k$ and speed $v=\hbar k/m^*$ before and after a flip.

\section{The simplest case: two spins one half}

Let $\uparrow,\downarrow$ denote the electron and $\Uparrow,\Downarrow$ a local spin $1/2$. The exchange term conserves total spin, so the triplet and the singlet scatter separately, with transmission amplitudes $t_T$ and $t_S$. The states with zero total projection are
\begin{equation}
|T\rangle=\frac{|\!\uparrow\Downarrow\rangle+|\!\downarrow\Uparrow\rangle}{\sqrt2},\qquad
|0\rangle=\frac{|\!\uparrow\Downarrow\rangle-|\!\downarrow\Uparrow\rangle}{\sqrt2}.
\end{equation}
Subtracting them gives $|\!\downarrow\Uparrow\rangle=(|T\rangle-|0\rangle)/\sqrt2$. After transmission each part carries its own amplitude:
\begin{equation}
\frac{t_T|T\rangle-t_S|0\rangle}{\sqrt2}
=\frac{t_T-t_S}{2}|\!\uparrow\Downarrow\rangle+\frac{t_T+t_S}{2}|\!\downarrow\Uparrow\rangle .
\end{equation}
The transmitted flip probability is $|t_T-t_S|^2/4$. The flip is an interference effect: the incoming state is a superposition of two channels, and unequal amplitudes change their relative weight or phase. As a limit, $J=0$ makes the channels identical and the flip vanishes.

\section{Amplitude of one channel}

In a channel of definite total spin the interaction is a number $g$ times $\delta(x)$. Take $\psi=e^{ikx}+re^{-ikx}$ on the left and $\psi=te^{ikx}$ on the right. Continuity at $x=0$ gives
\begin{equation}
t=1+r .
\label{cont}
\end{equation}
Integrating the Schr\"odinger equation across the origin gives the jump in slope,
\begin{equation}
\psi'(0^+)-\psi'(0^-)=\frac{2m^*g}{\hbar^2}\psi(0).
\end{equation}
The slopes are $ikt$ and $ik(1-r)=ik(2-t)$, by \eqref{cont}. Hence
\begin{align}
2ik(t-1)&=\frac{2m^*g}{\hbar^2}\,t,\\
t-1&=-i\Omega t,\qquad \Omega=\frac{m^*g}{\hbar^2k}=\frac{g}{\hbar v},\\
t&=\frac{1}{1+i\Omega}.
\label{t}
\end{align}
For $g=0$ the electron passes freely; for $|g|\to\infty$ it is fully reflected. Also $|t|^2+|r|^2=(1+\Omega^2)/(1+\Omega^2)=1$, since $r=-i\Omega t$.

\section{General local spin}

For spin $S$ the total spin is $j=S+\tfrac12$ (channel $+$) or $j=S-\tfrac12$ (channel $-$). Squaring $\mathbf s+\mathbf S$ gives
\begin{equation}
2\,\mathbf s\cdot\mathbf S=j(j+1)-S(S+1)-\tfrac34 .
\end{equation}
For $j=S+\tfrac12$, $j(j+1)=S^2+2S+\tfrac34$, so $2\mathbf s\cdot\mathbf S=S$. For $j=S-\tfrac12$, $j(j+1)=S^2-\tfrac14$, so $2\mathbf s\cdot\mathbf S=-(S+1)$. The channel strengths are
\begin{equation}
g_+=U+\frac{JS}{2},\qquad g_-=U-\frac{J(S+1)}{2},
\label{g}
\end{equation}
and \eqref{t} gives $t_\pm=1/(1+i\Omega_\pm)$ with $\Omega_\pm=g_\pm/\hbar v$.

The operator $\boldsymbol\sigma\cdot\mathbf S=2\mathbf s\cdot\mathbf S$ thus has the two eigenvalues $S$ and $-(S+1)$. The projectors onto the channels are
\begin{equation}
P_+=\frac{S+1+\boldsymbol\sigma\cdot\mathbf S}{2S+1},\qquad
P_-=\frac{S-\boldsymbol\sigma\cdot\mathbf S}{2S+1},
\end{equation}
as insertion of the eigenvalues shows: each gives one on its own channel and zero on the other. The transmission operator is $\hat t=t_+P_++t_-P_-$.

To find what flips, use $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ and $S_\pm=S_x\pm iS_y$. Then
\begin{align}
\sigma_xS_x+\sigma_yS_y
&=\tfrac12(\sigma_++\sigma_-)(S_++S_-)-\tfrac12(\sigma_+-\sigma_-)(S_+-S_-)\nonumber\\
&=\sigma_+S_-+\sigma_-S_+ .
\end{align}
Acting on $|\!\downarrow\rangle|S,S\rangle$, the term $\sigma_+S_-$ gives $\sqrt{2S}\,|\!\uparrow\rangle|S,S-1\rangle$. This matrix element enters $P_+$ with a plus sign and $P_-$ with a minus sign, so
\begin{equation}
\langle\uparrow;S-1|\hat t|\!\downarrow;S\rangle=\frac{\sqrt{2S}}{2S+1}(t_+-t_-),
\end{equation}
and the transmitted flip probability is
\begin{equation}
\boxed{P=\frac{2S}{(2S+1)^2}\,|t_+-t_-|^2 .}
\label{P}
\end{equation}
For $S=\tfrac12$ the prefactor is $1/4$, as found above. The state $|\!\uparrow\rangle|S,S\rangle$ is annihilated by both $\sigma_+S_-$ and $\sigma_-S_+$, so the parallel state does not flip.

\section{Reflection and the torque}

Reflected electrons flip as well. Equation \eqref{cont} holds in each channel, so
\begin{equation}
r_+-r_-=(t_+-1)-(t_--1)=t_+-t_- .
\end{equation}
The reflected flip probability is also $P$. Each flip lowers $S_z$ by one, so for the antiparallel start
\begin{equation}
\langle\Delta S_z\rangle=-2P
\end{equation}
per incident electron. Multiplied by $\hbar$ and by the rate of incidence this is the mean torque along $z$. Counting transmitted electrons alone would give half of it.

Probability conservation tests the factors. Since $\langle\downarrow;S|\boldsymbol\sigma\cdot\mathbf S|\!\downarrow;S\rangle=-S$, the non-flip amplitudes are $(t_++2St_-)/(2S+1)$ and $(r_++2Sr_-)/(2S+1)$. Write $R=\mathrm{Re}(t_+^*t_-+r_+^*r_-)$ and use $|t_\pm|^2+|r_\pm|^2=1$. The non-flip total is $(1+4S^2+4SR)/(2S+1)^2$, and the flip total is $2S(2-2R)/(2S+1)^2$. Their sum is $(1+4S+4S^2)/(2S+1)^2=1$.

An independent numerical solution replaced the delta function by a square barrier of width $10^{-5}/k$ and worked with the uncoupled spin states, without using total spin. For $S=\tfrac12,1,\tfrac52$ and $(U,J)/\hbar v=(0,0.7)$, $(0.3,-0.9)$, $(-0.8,1.6)$, its transmitted and reflected flip probabilities differed from \eqref{P} by at most $5.5\times10^{-7}$ in absolute value.

\section{Weak coupling, strong coupling and the upper bound}

Let $\lambda=J/\hbar v$. From \eqref{g}, $\Omega_+-\Omega_-=\lambda(2S+1)/2$. Subtracting the amplitudes,
\begin{align}
t_+-t_-&=\frac{i(\Omega_--\Omega_+)}{(1+i\Omega_+)(1+i\Omega_-)},\\
P&=\frac{S\lambda^2/2}{(1+\Omega_+^2)(1+\Omega_-^2)} .
\label{explicit}
\end{align}
The factor $(2S+1)^2$ has cancelled. When $|\Omega_\pm|\ll1$, $P\simeq S\lambda^2/2$: the sign of $J$ drops out, and slow electrons flip more often. When $U=0$ and $|\lambda|\to\infty$, the denominator grows as $\lambda^4S^2(S+1)^2/16$ and $P\simeq 8/[S(S+1)^2\lambda^2]$. Both channels then reflect almost completely, with nearly equal amplitudes, and the flip disappears again.

The maximum between these limits follows from the identity
\begin{equation}
(1+\Omega_+^2)(1+\Omega_-^2)=(\Omega_+-\Omega_-)^2+(1+\Omega_+\Omega_-)^2,
\end{equation}
which is checked by multiplying out. Hence
\begin{equation}
|t_+-t_-|^2=\frac{(\Omega_+-\Omega_-)^2}{(\Omega_+-\Omega_-)^2+(1+\Omega_+\Omega_-)^2}\le1,
\end{equation}
and $P\le2S/(2S+1)^2$, with equality when $\Omega_+\Omega_-=-1$. For $U=0$ this condition reads $\lambda^2S(S+1)/4=1$, or $|\lambda|=2/\sqrt{S(S+1)}$. A numerical search with the narrow barrier found the maximum for $S=\tfrac52$ at $\lambda=0.676$ with $P=0.139$, in agreement.

The classical limit is $S\to\infty$ at fixed $JS$. Then $\Omega_\pm\to(U\pm JS/2)/\hbar v$ stay finite, while $P\to|t_+-t_-|^2/(2S)\to0$. The classical absence of a torque is recovered, with a correction of order $1/S$.

\section{From one flip to a complete reversal}

After the first flip the local spin is no longer in $m=S$. For general $m$,
\begin{equation}
S_-|S,m\rangle=\sqrt{(S+m)(S-m+1)}\,|S,m-1\rangle,
\end{equation}
so the same derivation gives
\begin{equation}
P_m=\frac{(S+m)(S-m+1)}{(2S+1)^2}\,D,\qquad D=|t_+-t_-|^2 .
\label{Pm}
\end{equation}

Let $\downarrow$ electrons arrive one at a time and leave before the next arrives. Since the total projection is conserved, $m$ is paired with an outgoing $\downarrow$ and $m-1$ with an outgoing $\uparrow$. These electron states are orthogonal. Ignoring the departed electron therefore leaves the local spin with probabilities for each $m$ and no coherence between them. The step from $m$ to $m-1$ has probability $2P_m$ per electron and takes $1/(2P_m)$ electrons on average. The mean number for full reversal is
\begin{equation}
N=\sum_{m=-S+1}^{S}\frac{1}{2P_m}=\frac{(2S+1)^2}{2D}\sum_{m=-S+1}^{S}\frac{1}{(S+m)(S-m+1)} .
\end{equation}
The two factors in the denominator add up to $2S+1$, so each term splits as
\begin{equation}
\frac{1}{(S+m)(S-m+1)}=\frac{1}{2S+1}\left[\frac1{S+m}+\frac1{S-m+1}\right].
\end{equation}
Both $S+m$ and $S-m+1$ run through $1,\dots,2S$, which gives
\begin{equation}
N=\frac{2S+1}{D}\sum_{n=1}^{2S}\frac1n .
\label{N}
\end{equation}
For large $S$ the sum grows as $\ln 2S$. Its large terms come from the two ends of the ladder, where the spin is nearly antiparallel or nearly parallel to the incoming polarization and the steps are slow.

Evolving the density matrix of the local spin electron by electron tests this count. With $\hbar=m^*=k=1$, $S=\tfrac52$, $U=0.2$ and $J=0.8$, the mean was 14.160 electrons, and the sum of $1/(2P_m)$ gave the same value.

Imperfect polarization limits the final state. Let a fraction $f<\tfrac12$ of the electrons arrive as $\uparrow$. They drive $m-1\to m$ through $\sigma_-S_+$, whose matrix element has the same size, so the upward probability is $2fP_m$ and the downward one $2(1-f)P_m$. In the steady state these flows balance, and neighbouring populations have the ratio $x=f/(1-f)$. Summing the geometric series,
\begin{equation}
p_{-S}=\frac{1-x}{1-x^{2S+1}} .
\end{equation}
This tends to one as $f\to0$. A longer pulse of partly polarized current does not improve on it.

\section{A manganese ion in a CdTe wire}

Take a Mn$^{2+}$ ion, $S=\tfrac52$, at the centre of a CdTe quantum wire. The material values are rough typical ones: $m^*=0.10\,m_e$, conduction-band exchange $N_0\alpha=0.22$~eV, and a band offset of 1.0~eV for full replacement of Cd by Mn, which sets $U$. The lattice constant 0.648~nm gives the cation density $N_0=14.70$~nm$^{-3}$. The wire is taken as square with hard walls and effective width $L=8$~nm. Its lowest transverse mode is $(2/L)\cos(\pi y/L)\cos(\pi z/L)$, with density $4/L^2=0.0625$~nm$^{-2}$ at the centre. Dividing each bulk energy by $N_0$ gives the strength of a three-dimensional contact at one ion; multiplying by the mode density gives its strength in the open mode. The exchange is ferromagnetic for conduction electrons, so $J$ is negative in \eqref{H}:
\begin{align}
J&=-\frac{0.22}{14.70}\times0.0625\ \text{eV\,nm}=-0.935\ \text{meV\,nm},\\
U&=\frac{1.0}{14.70}\times0.0625\ \text{eV\,nm}=4.25\ \text{meV\,nm}.
\end{align}
At a kinetic energy of 1~meV, $\hbar v=39.04$~meV\,nm. Then
\begin{align}
\Omega_+&=\frac{4.252-0.935\times1.25}{39.04}=0.0790,\\
\Omega_-&=\frac{4.252+0.935\times1.75}{39.04}=0.1508 .
\end{align}
The amplitudes are $t_+=0.9938-0.0785i$ and $t_-=0.9778-0.1475i$. They differ mainly in phase, which is why the difference of moduli fails. With $D=5.02\times10^{-3}$,
\begin{equation}
P=0.1389\times5.02\times10^{-3}=6.97\times10^{-4}.
\end{equation}
The weak-coupling value $S\lambda^2/2=7.18\times10^{-4}$ is 3\% higher, through the denominator of \eqref{explicit}.

The harmonic sum for $2S=5$ is 2.283, so \eqref{N} gives $N=6\times2.283/(5.02\times10^{-3})\simeq2730$ electrons. An incident current of 0.1~nA delivers them in 4.4~$\mu$s. The electrons are then 95~$\mu$m apart on average. For a thermal energy spread at 1~K, a wave packet is roughly $\hbar v/k_BT\approx450$~nm long, so overlap is rare and treating the electrons one at a time is reasonable.

\section{Where the model gives way}

The least certain correction comes from closed subbands. Modes that vanish at the wire centre do not couple; the next one that does lies 470~meV higher. Its waves decay along the wire, but they still alter the contact. Let $\kappa_n$ be the decay constants and $a_n$ the mode amplitudes at $x=0$, with sum $A$. All coupled modes have the same density at the centre, so the matching condition becomes
\begin{equation}
a_0=1-i\Omega A,\qquad a_n=-\frac{m^*g}{\hbar^2\kappa_n}A\quad(n\ge1).
\end{equation}
With $C=\sum_{n\ge1}m^*/(\hbar^2\kappa_n)$, adding these gives $A=1/(1+gC+i\Omega)$, and
\begin{equation}
a_0=\frac{1+gC}{1+gC+i\Omega}=\frac{1}{1+i\Omega/(1+gC)} .
\end{equation}
Each strength $g_\pm$ is thus replaced by $g_\pm/(1+g_\pm C)$. Their difference becomes $(g_+-g_-)/[(1+g_+C)(1+g_-C)]$, so at weak coupling $P$ falls by the square of that denominator. The sum $C$ keeps growing as the short-distance cutoff is refined, so it has no converged value. Cut off at the lattice scale, it lowers $P$ to $4.5\times10^{-4}$, a reduction of 36\%, and the writing time, proportional to $1/P$, rises to about 7~$\mu$s. That cutoff admits modes up to 42~eV, where a single effective mass no longer holds. Keeping only modes within 4~eV gives $6.1\times10^{-4}$, a reduction of 13\%, while roughly doubling the lattice cutoff gives $2.9\times10^{-4}$. These reductions treat the bulk parameters as bare strengths. If those parameters already contain the whole bulk part of the effect, that part must be subtracted from $C$. The remainder is finite and negative, and $P$ rises by about 4\%, to $7.3\times10^{-4}$. Neither the sign nor the size of the correction is therefore settled by the model.

The other effects were sized one at a time, with the remaining settings held fixed.
\begin{itemize}
\item Raising the mass by 15\% for the confinement energy, with nothing else changed, gives $P=8.0\times10^{-4}$. This is only half of the nonparabolic correction. The band mixing that raises the mass also lowers the s-like weight of the state to about 0.94, and that weight multiplies $J$ and $U$. In a Kane model with the contact acting on the s part only, the two changes nearly cancel and $P\approx7.0\times10^{-4}$.
\item Averaging over a thermal energy spread above 1~meV at 1~K gives $6.5\times10^{-4}$.
\item A field of 0.5~T and a rough strain splitting let the first flip release 0.13~meV into the electron's motion. This gives $6.6\times10^{-4}$. Over the whole reversal the mean count rises from 2730 to about 2860 electrons, and the writing time from 4.4 to 4.6~$\mu$s.
\item Spreading the ion over 0.41~nm along the wire, with the open mode alone, changes $P$ by 0.3\%.
\end{itemize}
Together these support a flip probability of several $10^{-4}$, not three significant figures.

Beside a real device, this cell is an idealization. Magnetic memories in use store a bit in very many coupled spins and work near room temperature. There $k_BT$ is about 26~meV, far above the 1~meV chosen here, so the values found for this cell do not carry over. Even at 1~K the stored state must outlast the pulse. With the Zeeman energy of the 0.5~T field alone, the strain splitting left out, thermal equilibrium puts 50\% of the population in $m=-S$ and 2\% in $m=+S$, so retention requires slow spin relaxation, which is assumed here and not calculated. It also requires a field or a strain splitting. With neither, the hyperfine coupling of about 0.7~$\mu$eV to an unpolarized manganese nuclear spin would bring the survival of the stored state below one half in about 0.3~ns, long before the writing pulse ends. At 0.5~T with the Zeeman energy alone, this coupling changes the survival of either end state by less than 1\%. With the strain splitting used above added, the loss is about 0.2\% for $m=+S$ and 1.4\% for $m=-S$. A wire filled with a Fermi sea lies outside the derivation, because other electrons then take part in the scattering. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
largest test deviation of P, narrow barrier: 5.5e-07
S=0.5: largest P at U=0 0.2500, at J/(hbar v) = 2.3094
S=1.0: largest P at U=0 0.2222, at J/(hbar v) = 1.4142
S=2.5: largest P at U=0 0.1389, at J/(hbar v) = 0.6761
strong-coupling reversal test: 14.160 electrons evolved, 14.160 from formula
inputs: S=2.5, mass 0.1 m_e, lattice constant 0.648 nm
effective wire width 8.0 nm, electron energy 1.00 meV
exchange N0*alpha 0.22 eV, band offset 1.0 eV
cation density N0 14.70 nm^-3, mode density 0.0625 nm^-2
J = -0.9353 meV nm, U = 4.2515 meV nm
k = 0.0512 nm^-1, wavelength 122.6 nm
hbar v = 39.038 meV nm, velocity 5.931e+04 m/s
lam = J/(hbar v) = -0.02396
Omega_plus = 0.07896, Omega_minus = 0.15084
t_plus = 0.99380-0.07847j
t_minus = 0.97775-0.14748j
|t_plus - t_minus|^2 = 5.02026e-03
spin factor 2S/(2S+1)^2 = 0.13889
transmitted flip probability P = 6.9726e-04
same from narrow barrier = 6.9726e-04
reflected flip, narrow barrier = 6.9726e-04
total flip probability 2P = 1.3945e-03
weak-coupling value S lam^2/2 = 7.1757e-04
wrong value from difference of moduli = 9.0733e-06
P_m for m = +2.5: 6.9726e-04
P_m for m = +1.5: 1.1156e-03
P_m for m = +0.5: 1.2551e-03
P_m for m = -0.5: 1.1156e-03
P_m for m = -1.5: 6.9726e-04
mean electrons for full reversal: 2729
current 0.10 nA, writing time 4.372 us
P with ion range 0.408 nm: 6.9946e-04
field 0.5 T, g electron -1.6, g Mn 2.0, strain D 7.0 ueV
internal energy change on flip -0.1322 meV, P then 6.5597e-04
temperature 1.0 K, kT 0.0862 meV, averaged P 6.4679e-04
P with closed subbands (lattice cutoff): 4.4557e-04
confinement energy 117.5 meV, next coupled subband 470.0 meV higher
lowest subband spacing 176.3 meV
gap 1.6 eV, mass factor 1.147, P then 7.9635e-04
hyperfine constant 0.7 ueV, Mn Zeeman step 57.9 ueV, mixing 1.6e-03
magnetic length 36.3 nm
mean distance between electrons 95.0 um
equilibrium population: m=-S 0.498, m=+S 0.0173
\end{verbatim}
